# Why a Batch Deposition Furnace Needs a Rising Axial Temperature

**Question.** In a low-pressure batch furnace, gas enters at one end of a hot tube and passes a long row of wafers. Why must the wafers farther downstream be hotter if all are to receive the same film thickness, and what temperature profile makes a first-order Arrhenius deposition rate the same on each of them?

**Answer.**

## The mechanism

Each wafer removes reactant from the gas. The next wafer therefore meets a lower reactant pressure, and at equal temperature it grows its film more slowly. If the surface reaction is thermally activated, a higher temperature can make up for the lower pressure. The question is how much higher, given that a hotter wafer also consumes more reactant and so changes the gas that reaches all later wafers.

Let \(z\) run from the inlet, \(z=0\), to the end of the wafer row, \(z=L\). Reactant A deposits by

\[
\mathrm{A(gas)}\rightarrow \mathrm{solid}+2\,\mathrm{B(gas)},
\]

which is the stoichiometry of silane giving silicon and hydrogen. The deposition flux \(J\), in moles of A per area and time, is taken as

\[
J=k(T)\,p_A,\qquad k(T)=\mathcal A\,e^{-E/k_BT},
\]

with \(p_A\) the partial pressure of A, \(E\) the activation energy, and \(\mathcal A\) a prefactor independent of temperature. This is a model: real silane kinetics can depart from first order, for instance when hydrogen occupies surface sites.

The flow is steady and moves as a plug, so axial diffusion is neglected at first. The total pressure \(P\) is constant, no reaction occurs in the gas, and the coated area per tube length, \(a\), is uniform. The pressure of A at a wafer surface equals that in the passing gas, which means that the surface reaction, not transport, controls the rate. The last two sections relax the neglect of diffusion and this last assumption.

## Uniform deposition fixes the gas composition first

Let \(F_A(z)\) be the molar flow of A. Between \(z\) and \(z+dz\) the coated area is \(a\,dz\), and it removes \(aJ\,dz\) moles per time. Hence

\[
\frac{dF_A}{dz}=-aJ .
\]

For a given temperature profile, \(J\) depends on the unknown \(F_A\), and this is a differential equation to be solved. Here the problem is posed the other way round: \(J\) is prescribed as a constant. The right side is then known, and integration from the feed value \(F_{A0}\) gives

\[
F_A(z)=F_{A0}-aJz .
\]

The converted fraction \(X=1-F_A/F_{A0}\) is therefore

\[
X(z)=X_L\frac{z}{L},\qquad X_L=\frac{aJL}{F_{A0}} .
\]

No property of the kinetics has entered. The feedback from hotter wafers to later ones is already included, because equal wafers consume equal amounts. Since \(F_A\) must stay positive, \(X_L<1\) is necessary: no temperature profile can deposit more than is fed.

## From composition to partial pressure

Let \(y_0\) be the mole fraction of A in the feed, the rest being an inert carrier. The total feed is \(F_{A0}/y_0\). Each consumed molecule of A is replaced by two molecules of B, a net gain of one, so the total flow becomes

\[
F_{\rm tot}=\frac{F_{A0}}{y_0}+F_{A0}X=\frac{F_{A0}}{y_0}(1+\varepsilon X),\qquad \varepsilon=y_0 .
\]

At constant total pressure the partial pressure is \(P\) times the mole fraction:

\[
p_A=P\frac{F_A}{F_{\rm tot}}
=y_0P\,\frac{1-X}{1+\varepsilon X}
=\frac{p_0}{g(X)},
\]

\[
p_0=y_0P,\qquad g(X)=\frac{1+\varepsilon X}{1-X}.
\]

The factor \(1-X\) is consumption. The factor \(1+\varepsilon X\) is dilution by the product gas. Both lower \(p_A\), and both must be offset. For a dilute feed, \(\varepsilon\to0\), consumption alone remains.

## The temperature profile

Let \(T_0\) be the temperature at which the feed gas gives the wanted flux, \(J=k(T_0)p_0\). At a later position the same flux requires

\[
k(T)\frac{p_0}{g}=k(T_0)p_0
\quad\Longrightarrow\quad
\frac{k(T)}{k(T_0)}=g .
\]

The prefactor cancels from the ratio. Taking the logarithm gives

\[
-\frac{E}{k_B}\left(\frac1T-\frac1{T_0}\right)=\ln g ,
\]

and solving for \(1/T\) gives the profile:

\[
\boxed{\;
\frac1{T(z)}=\frac1{T_0}-\frac{k_B}{E}\,
\ln\frac{1+\varepsilon X_Lz/L}{1-X_Lz/L}\;}
\]

Because \(k\) increases strictly with \(T\), there is one solution at each position. Conversely, inserting this \(T(z)\) makes the linear \(X(z)\) satisfy the balance, so the profile does produce the uniform flux. Since \(g\ge1\) and \(E>0\), the temperature rises. The right side must remain positive, which requires \(\ln g<E/k_BT_0\): an Arrhenius rate constant cannot exceed its prefactor, so the last traces of reactant cannot be used at full rate. A real surface can be limited earlier, because \(k\) cannot exceed the impingement rate per pressure, \((2\pi MRT)^{-1/2}\), with \(M\) the molar mass and \(R\) the gas constant. In the example below, with the molar mass of silane, that happens near \(\ln g\approx11\), well before \(E/k_BT_0=20.6\).

To find the slope, differentiate both sides. The left side gives \(-T^{-2}dT/dz\), and

\[
\frac{d\ln g}{dX}=\frac{\varepsilon}{1+\varepsilon X}+\frac1{1-X}
=\frac{1+\varepsilon}{(1-X)(1+\varepsilon X)} .
\]

With \(dX/dz=X_L/L\),

\[
\frac{dT}{dz}=\frac{k_BT^2}{E}\,\frac{X_L}{L}\,
\frac{1+\varepsilon}{(1-X)(1+\varepsilon X)} .
\]

A small activation energy calls for a steep ramp, because heating then changes the rate little. The slope also grows downstream. One reason is the factor \(T^2\); the other is that

\[
\frac{d^2\ln g}{dX^2}=\frac1{(1-X)^2}-\frac{\varepsilon^2}{(1+\varepsilon X)^2}>0
\qquad (0<X<1,\ \varepsilon\le1),
\]

where the first term exceeds 1 and the second does not. Equal removals are a growing fraction of what is left.

For a small rise, \(1/T_0-1/T\approx (T-T_0)/T_0^2\), so

\[
T-T_0\approx\frac{k_BT_0^2}{E}\ln g .
\]

## A furnace in numbers

Take round model parameters with the stoichiometry above; the kinetic values are not silane data. The row is \(L=1\) m long with \(a=6\ \mathrm{m^2/m}\). The wanted flux is \(J=10^{-5}\ \mathrm{mol\,m^{-2}\,s^{-1}}\), the feed of A is \(2\times10^{-4}\) mol/s, the pressure is 50 Pa, and \(y_0=\varepsilon=0.5\). At the inlet \(T_0=900\) K, and \(E=1.6\) eV, so \(E/k_B=18567\) K. The outlet conversion is

\[
X_L=\frac{6\times10^{-5}\times1}{2\times10^{-4}}=0.300 .
\]

The feed pressure of A is 25 Pa, which fixes \(k(T_0)=10^{-5}/25=4\times10^{-7}\ \mathrm{mol\,m^{-2}\,s^{-1}\,Pa^{-1}}\). At the outlet

\[
g=\frac{1+0.5\times0.3}{1-0.3}=1.643,\qquad \ln g=0.4964,
\]

\[
\frac1{T(L)}=\frac1{900\ \mathrm K}-\frac{0.4964}{18567\ \mathrm K}
\quad\Longrightarrow\quad T(L)=922.2\ \mathrm K .
\]

A rise of 22.2 K offsets a fall of \(p_A\) from 25.0 to 15.2 Pa. The small-rise estimate gives 21.7 K. The slope grows from 19.6 K/m at the inlet to 25.6 K/m at the outlet. Without product-gas dilution, at the same conversion, the outlet would need 915.8 K; the dilution thus accounts for 6.4 K of the rise.

The ramp is modest because \(E/k_BT_0=20.6\) is large. The same fact makes the rate sensitive to errors: near the inlet \(d\ln k/dT=E/(k_BT_0^2)=0.023\ \mathrm{K^{-1}}\), so an error of 1 K changes the local rate by about 2.3 %.

As a test, the profile was inserted in the balance for \(F_A\), which was integrated without assuming a constant flux. The result departed from the design flux by less than one part in \(10^8\). This confirms the algebra, not the assumptions. At 50 Pa neither plug flow nor constant pressure holds to the 0.1 K shown. As a rough kinetic-theory estimate for 150 mm wafers in a tube of 0.20 m bore, the Péclet number defined below is about 20 with nitrogen as carrier and about 5 with hydrogen, which lowers the rise to about 21 and 19 K. The laminar pressure drop along the annular gap is 2 to 3 Pa, which on its own raises the required outlet temperature by 2 to 3 K.

## What simpler temperature settings do

Suppose the whole tube is held at \(T_0\). Then \(J=k(T_0)p_0/g(X)\), and with \(s=z/L\) the balance becomes

\[
\frac{dX}{ds}=\frac{X_L}{g(X)} .
\]

Here \(X_L\) is still the design constant, no longer the outlet conversion. Separate the variables and write \(g=-\varepsilon+(1+\varepsilon)/(1-X)\). Integration from \(X=0\) gives

\[
-(1+\varepsilon)\ln(1-X)-\varepsilon X=X_Ls .
\]

In the example the outlet conversion is 0.246, and the outlet flux is \(1/g=0.672\) of the inlet flux. The last wafer gets a film about one third thinner than the first.

It might seem enough to measure this isothermal loss and raise \(k\) by its inverse. The dilute limit shows why it is not. Let \(c=p_A/p_0\). At constant temperature \(dc/ds=-X_Lc\), so \(c=e^{-X_Ls}\), and the proposed correction is \(k/k(T_0)=e^{X_Ls}\). With that correction applied,

\[
\frac{dc}{ds}=-X_Le^{X_Ls}c
\quad\Longrightarrow\quad
\ln c=-(e^{X_Ls}-1),
\]

\[
\frac{J}{J_{\rm design}}=e^{X_Ls}c
=\exp\!\left[X_Ls-(e^{X_Ls}-1)\right].
\]

Since \(e^x-1>x\) for \(x>0\), the flux is still too low downstream. The heated upstream wafers consume more than they did in the isothermal run. For \(X_L=0.3\) the outlet flux rises from 0.741 to 0.951 of the design value, not to 1. The uniform profile needs the larger gain \(1/(1-X_Ls)\).

A straight ramp between the correct end temperatures, 900 and 922.2 K, does better. In the full example the flux reaches 1.014 of the design value at \(z=0.47\) m and ends at 0.995. The slope formula explains both signs. The correct profile curves upward, so the straight line lies above it between the ends, and the wafers there run too hot. They consume extra reactant. At the outlet the temperature is correct, but less reactant remains than the design assumes.

## If the rate is written with concentration

First-order kinetics may instead put the Arrhenius constant in front of the molar concentration \(p_A/RT\), with \(R\) the gas constant and the gas at the wafer temperature. The two forms are different models if each has a constant prefactor. Constant flux now requires \(e^{-E/k_BT}p_A/T\) to be constant. With \(u=E/k_BT\) and \(u_0=E/k_BT_0\), \(1/T\) is proportional to \(u\), and

\[
\frac{u e^{-u}}{g}=u_0e^{-u_0}
\quad\Longrightarrow\quad
(-u)e^{-u}=-g\,u_0e^{-u_0}.
\]

The Lambert function \(W\) is defined by \(We^W=x\). Its branch \(W_{-1}\le-1\) is the one continuous with \(u_0>1\), so

\[
u=-W_{-1}\!\left(-g\,u_0e^{-u_0}\right),\qquad T=\frac{E}{k_Bu},
\]

provided \(g\,u_0e^{-u_0}\le e^{-1}\). Heating now also thins the gas at fixed pressure, which opposes the gain in \(k\):

\[
\frac{d}{dT}\ln\frac{e^{-E/k_BT}}{T}=\frac{E-k_BT}{k_BT^2}.
\]

The effective activation energy is lower by \(k_BT\), about 5 % here. The required rise grows accordingly, from 22.2 to 23.4 K. An activation energy must therefore be used with the rate law to which it was fitted.

## One profile belongs to one flow

Return to the pressure law in the dilute limit. Keep the designed temperatures, pressure and feed composition, but multiply the feed flow by \(\varphi\). The rate constant is still \(k(T_0)/(1-X_Ls)\), while the relative depletion per wafer is divided by \(\varphi\):

\[
\frac{dc}{ds}=-\frac{X_L}{\varphi}\frac{c}{1-X_Ls}
\quad\Longrightarrow\quad
\ln c=\frac1\varphi\ln(1-X_Ls).
\]

Therefore

\[
\frac{J}{J_{\rm design}}=\frac{c}{1-X_Ls}=(1-X_Ls)^{1/\varphi-1}.
\]

For \(\varphi=1.1\) the outlet flux is 1.033 of the design value: the ramp overcorrects a depletion that has become weaker. For \(\varphi=0.9\) it is 0.961, and the ramp undercorrects. A changed flow needs a new profile.

## Axial diffusion reduces the ramp

Diffusion can mix reactant along the tube. Keep the dilute limit and let \(D\) be the diffusion coefficient, \(n_g\) the total molar gas density and \(S\) the open cross-section. Treat \(n_gDS\) as constant, neglecting its change over the small temperature range. The flow of A divided by its feed value is then

\[
N=c-\frac1{\mathrm{Pe}}\frac{dc}{ds},\qquad
\mathrm{Pe}=\frac{F_{\rm tot}L}{n_gDS}.
\]

The Péclet number Pe compares flow with diffusion. In a dilute gas \(D\) varies as \(1/P\) and \(n_g\) as \(P\), so at a given molar flow Pe does not depend on pressure. At a given gas velocity it falls with the pressure. Uniform deposition gives \(dN/ds=-X_L\). No diffusion is assumed upstream of the inlet or beyond the outlet, so \(N(0)=1\) and \(c'(1)=0\). One integration gives

\[
c-\frac{c'}{\mathrm{Pe}}=1-X_Ls .
\]

A particular solution is \(1-X_Ls-X_L/\mathrm{Pe}\), and the homogeneous solution is \(Be^{\mathrm{Pe}\,s}\). The outlet condition, \(-X_L+B\,\mathrm{Pe}\,e^{\mathrm{Pe}}=0\), fixes \(B\), and

\[
c(s)=1-X_L\left[s+\frac{1-e^{-\mathrm{Pe}(1-s)}}{\mathrm{Pe}}\right],
\qquad \frac{k(T)}{k(T_0)}=\frac1c .
\]

For \(\mathrm{Pe}\to\infty\) this returns to plug flow. For \(\mathrm{Pe}\to0\) the bracket tends to \(s+(1-s)=1\), so \(c=1-X_L\) everywhere. A perfectly mixed tube needs no ramp, but all of it must be hotter than \(T_0\).

With \(\mathrm{Pe}=5\) and \(X_L=0.3\), the gas just inside the inlet is already reduced to \(c=0.940\), while the outlet value stays 0.700. The temperature must run from 902.7 to 915.8 K, a rise of 13.1 K compared with 15.8 K in dilute plug flow.

## When heating cannot help

Now let reactant cross a transport resistance before it reacts, again in dilute plug flow. If \(p_s\) is its pressure at the surface and \(h\) a transfer coefficient independent of temperature, then \(J=h(p_A-p_s)=kp_s\). Eliminating \(p_s=hp_A/(h+k)\) gives

\[
J=\frac{k\,p_A}{1+k/h}.
\]

Let \(\beta=k(T_0)/h\) and \(\kappa=k(T)/k(T_0)\). Equating the flux to its inlet value requires

\[
\frac{c\,\kappa}{1+\beta\kappa}=\frac1{1+\beta}
\quad\Longrightarrow\quad
\kappa\,[c(1+\beta)-\beta]=1,
\]

\[
\kappa=\frac1{c-\beta(1-c)},\qquad c=1-X_Ls .
\]

For \(\beta\to0\) the kinetic result \(1/c\) returns. For finite \(\beta\) the required gain diverges when the conversion reaches \(1/(1+\beta)\). There even an infinitely fast surface reaction would deliver just the wanted flux, because \(J\) cannot exceed \(hp_A\).

Take \(\beta=1\), with \(X_L=0.3\) defined by the flux actually deposited. The outlet then needs \(\kappa=1/(0.7-0.3)=2.5\) and 941.8 K, compared with 915.8 K under kinetic control. Beyond a conversion of 0.5 no temperature suffices, as long as \(h\) does not rise with temperature. The limit lies at \(s=1/[(1+\beta)X_L]\), so at fixed \(X_L\) it moves toward the inlet as \(\beta\) grows. If instead \(\beta\) grows because \(h\) falls at fixed \(k(T_0)\), the deposited flux and \(X_L\) fall as \(1/(1+\beta)\), and the position of the limit does not move.

The rising profile thus works because the surface reaction is slow and activated, which leaves a reserve of rate that heating can release. Its size rests on the first-order law: for \(J\propto p_A^{\,n}\) the term \(\ln g\) is multiplied by \(n\), so the example needs 11.0 K instead of 22.2 K at \(n=0.5\), and a saturated surface, \(n=0\), needs no ramp. The profile equalizes thickness. It does not guarantee equal film structure, since the wafers are coated at different temperatures. The numerical output below lists the profile and the limiting cases.

## Values computed for the example and the checks

```
tube length: 1.0 m
coated area per length: 6.0 m^2/m
design flux: 1.00e-05 mol m^-2 s^-1
feed of A: 2.00e-04 mol/s
total pressure: 50.0 Pa
feed mole fraction: 0.50 (dimensionless)
inlet temperature: 900.0 K
activation energy: 1.60 eV
E/kB: 18567.2 K
E/(kB T0): 20.630 (dimensionless)
expansion parameter eps: 0.50 (dimensionless)
outlet conversion X_L: 0.300 (dimensionless)
k(T0): 4.000e-07 mol m^-2 s^-1 Pa^-1
Arrhenius prefactor: 3.645e+02 mol m^-2 s^-1 Pa^-1
columns: z [m], X [1], p_A [Pa], k/k(T0) [1], T [K], isothermal J/J_design [1]
0.00  0.000  25.000  1.0000  900.00  1.0000
0.25  0.075  22.289  1.1216  905.04  0.8971
0.50  0.150  19.767  1.2647  910.36  0.8103
0.75  0.225  17.416  1.4355  916.05  0.7361
1.00  0.300  15.217  1.6429  922.19  0.6719
ln g at outlet: 0.4964 (dimensionless)
temperature rise: 22.19 K
small-rise estimate: 21.66 K
inlet slope: 19.63 K/m
outlet slope: 25.60 K/m
largest relative flux error, forward test: 5.2e-15
isothermal outlet conversion: 0.2456 (dimensionless)
straight ramp, largest J/J_design: 1.0142
straight ramp, position of largest J: 0.47 m
straight ramp, outlet J/J_design: 0.9952
concentration law, outlet temperature: 923.37 K
concentration law, temperature rise: 23.37 K
dilute isothermal outlet J/J_design: 0.7408
dilute inverse-loss outlet J/J_design: 0.9514
dilute plug-flow outlet temperature: 915.83 K
dilute, flow factor 0.9, outlet J/J_design: 0.9611
dilute, flow factor 1.1, outlet J/J_design: 1.0330
Peclet number: 5.0 (dimensionless)
dispersed inlet c: 0.9404 (relative to feed)
dispersed inlet temperature: 902.69 K
dispersed outlet temperature: 915.83 K
dispersed temperature rise: 13.15 K
series resistance ratio beta: 1.0 (dimensionless)
series case, outlet k/k(T0): 2.5000
series case, outlet temperature: 941.83 K
series case, conversion limit: 0.500 (dimensionless)
```
